# Why small-polaron absorption peaks near four times the hopping barrier

**Question**

I am modelling electron polarons in an amorphous titanium dioxide film. All sites are equivalent, the transfer integral between neighbours is small, and the calculated absorption band has its maximum a little above 1.1 eV at room temperature. Absorbing a photon moves the electron from one site to the next, and so does a thermal hop. Shouldn't the band maximum then be the energy of a hop, with a mobility that falls as \(\exp(-1.1\ \text{eV}/kT)\)? The mobility from the same model falls far more slowly. Which of the two have I misread?

**Answer**

You have misread the band maximum. Both processes move the electron between the same two sites, but they do so at different lattice configurations. Light acts while the lattice is still relaxed around the electron's starting site. A thermal hop waits until the lattice has made the two sites degenerate. The first costs four times as much energy as the second.

**The two energies**

Let \(u_1,u_2\) be local lattice displacements at two equivalent sites. With the electron on site \(i\), the energy is

\[
V_i=\tfrac12K(u_1^2+u_2^2)-Au_i .
\]

The transfer integral \(J\) connects the two states. It is small, whereas the coupling \(A\) to the lattice is strong. The minimum of \(V_1\) is at \(u_1=u_0=A/K\), \(u_2=0\), with energy \(-E_p\), where \(E_p=A^2/2K\) is the polaron binding energy.

Write \(u_1=u_0(1-x)+s\) and \(u_2=u_0x+s\). The terms in \(s\) are \(Ks^2+(Ku_0-A)s=Ks^2\) in both states, so \(s\) does not affect the transfer. Since \(Ku_0^2=Au_0=2E_p\), the rest is

\[
V_1=E_p[(1-x)^2+x^2-2(1-x)]=E_p(2x^2-1),
\]
\[
V_2=E_p[(1-x)^2+x^2-2x]=E_p[2(1-x)^2-1].
\]

Drop the common \(-E_p\) and define the reorganization energy \(\lambda=2E_p\):

\[
V_1=\lambda x^2,\qquad V_2=\lambda(1-x)^2,\qquad V_2-V_1=\lambda(1-2x).
\]

A hop without a photon needs \(V_1=V_2\), hence \(x=\tfrac12\), and the lattice must supply

\[
E_a=\lambda/4 .
\]

A photon absorbed at the relaxed configuration \(x=0\) must supply the whole gap, \(\lambda=4E_a\).

The energy budget shows where the factor comes from. After the optical transition the old site keeps its full strain energy \(E_p\), while the electron sits on an undistorted site and gains nothing from the lattice. The energy has risen from \(-E_p\) to \(+E_p\), and the excess is later released as vibrations. At the thermal crossing each site is half distorted. The strain energy is \(2\times E_p/4\) and the electron gains \(E_p\), so the total is \(-E_p/2\), only \(E_p/2\) above the start.

For your film I take rough round values: \(\lambda=1.2\) eV, \(J=0.02\) eV, hop length \(a=0.30\) nm and \(T=300\) K, so \(kT=0.02585\) eV. Direct minimization over the two displacements gives a barrier of 0.300 eV and a vertical gap of 1.200 eV.

**One function contains both processes**

Treat the nuclei as classical for now. The thermal distribution \(\exp(-\lambda x^2/kT)\) has \(\langle x^2\rangle=kT/2\lambda\). The gap \(E=\lambda(1-2x)\) therefore has mean \(\lambda\) and variance \(4\lambda^2\langle x^2\rangle=2\lambda kT\). Its normalized density is

\[
G(E)=\frac{1}{\sqrt{4\pi\lambda kT}}\exp\!\left[-\frac{(E-\lambda)^2}{4\lambda kT}\right].
\]

To lowest order in \(J\), the golden rule gives the hop rate to one neighbour from the density of zero gaps:

\[
k_{\rm hop}=\frac{2\pi}{\hbar}J^2G(0)
=\frac{2\pi J^2}{\hbar\sqrt{4\pi\lambda kT}}\,e^{-\lambda/4kT}.
\]

Now apply a field \(F_0\cos\omega t\) along a chain of sites, with \(E=\hbar\omega\). The vector potential has amplitude \(F_0/\omega\) and multiplies \(J\) by a phase factor of phase amplitude \(eaF_0/E\). The term linear in the field is \(J(eaF_0/E)\sin\omega t\), apart from a constant phase. The sine contains two exponentials of half that size, so the matrix element for absorbing or emitting one photon is \(M=JeaF_0/2E\). The quadratic term does not contribute to absorption at order \(F_0^2\): at that order it only alters hops without a photon.

Absorption requires a gap \(+E\), stimulated emission a gap \(-E\). Because \((E+\lambda)^2-(E-\lambda)^2=4\lambda E\),

\[
G(-E)=e^{-E/kT}G(E).
\]

Each site has two bonds along the chain, so the net absorbed power per electron is

\[
P=2E\,\frac{2\pi}{\hbar}M^2G(E)\left(1-e^{-E/kT}\right).
\]

It also equals \(\tfrac12e\mu(E)F_0^2\), where \(\mu(E)\) is the real part of the ac mobility. Inserting \(M^2\) and solving for \(\mu\),

\[
\mu(E)=ea^2\,\frac{2\pi}{\hbar}J^2G(E)\,\frac{1-e^{-E/kT}}{E}.
\]

As \(E\to0\) the last fraction tends to \(1/kT\), and \(\mu\to ea^2k_{\rm hop}/kT\). This is the Einstein relation with diffusion constant \(D=a^2k_{\rm hop}\), valid if the lattice relaxes between hops. The dc mobility and the absorption band are thus two ends of one curve: the band is centred near the mean of \(G\), and the dc value comes from its far tail at \(E=0\). An isolated pair has one bond, hence half the optical strength, and carries no dc current.

**Where the maximum lies**

At the band \(e^{-E/kT}\) is negligible. Setting the derivative of \(\ln\mu\) to zero gives

\[
-\frac1E-\frac{E-\lambda}{2\lambda kT}=0
\quad\Rightarrow\quad
E(\lambda-E)=2\lambda kT .
\]

The larger root of this quadratic is

\[
E_{\rm peak}=\frac{\lambda}{2}\left[1+\sqrt{1-\frac{8kT}{\lambda}}\right]\approx\lambda-2kT,
\]

where the last form uses \(\sqrt{1-y}\approx1-y/2\). The smaller root is near \(2kT\), where neglecting \(e^{-E/kT}\) is not justified.

To see whether another maximum hides at \(E_a\), keep that exponential. Expanding the square in \(G\) gives

\[
\mu(E)\propto e^{-\lambda/4kT}\,e^{-E^2/4\lambda kT}\,\frac{\sinh(E/2kT)}{E}.
\]

With \(y=E/2kT\), the condition for an extremum at \(E>0\) is

\[
\coth y-\frac1y=\frac{2kT}{\lambda}\,y .
\]

The left side starts from zero with slope \(1/3\). It is concave, because its second derivative is negative when \(\sinh^3y>y^3\cosh y\). In power series, the coefficients of \(y^n/n!\) for odd \(n\) are \((3^n-3)/4\) on the left and \(n(n-1)(n-2)\) on the right. They agree for \(n=3,5\), and the left one is larger from \(n=7\) on. The straight line therefore meets the curve once if \(\lambda>6kT\). To lowest order in \(J\) there is thus a single maximum. For \(\lambda\gg kT\), as in the film, it is the one near \(\lambda-2kT\), so there is none at \(E_a\).

For the film, \(8kT/\lambda=0.172\), so \(E_{\rm peak}=0.6(1+0.910)=1.146\) eV, or 1082 nm. This is 3.82 times the barrier. The full width of \(G\) at half height is \(4\sqrt{\lambda kT\ln2}=0.59\) eV, so the band is broad.

Light of energy 0.30 eV, equal to the barrier, is absorbed at \(5.7\times10^{-3}\) of the maximum. With classical nuclei it cannot lift the lattice to the crossing; it is absorbed only by those sites whose gap has already fluctuated down to 0.30 eV. The quantum motion of the nuclei, treated below, makes this tail larger.

As a test, the electron and its vibration were diagonalized together for a pair of sites, with \(J=0.02\) eV and a slow phonon of 0.01 eV, so that the nuclei are nearly classical. The absorption was computed from the electric dipole and smoothed by 0.02 eV. Its maximum is at 1.1455 eV, and its height is 0.988 of the formula's. At 0.30 eV it is \(6.2\times10^{-3}\) of its maximum, 8% above the formula's ratio.

**What the mobility says**

The hop prefactor is \(6.1\times10^{12}\ \text{s}^{-1}\), and \(E_a/kT=11.6\), so \(k_{\rm hop}=5.6\times10^7\ \text{s}^{-1}\). Then

\[
\mu_{\rm dc}=\frac{(3.0\times10^{-8}\ \text{cm})^2(5.58\times10^7\ \text{s}^{-1})}{0.02585\ \text{V}}
=1.9\times10^{-6}\ \text{cm}^2/\text{Vs}.
\]

At the optical maximum \(\mu(E)\) is \(4.7\times10^{-3}\ \text{cm}^2/\text{Vs}\), about 2400 times larger, since no thermal activation is needed there.

For classical nuclei \(\mu_{\rm dc}\propto T^{-3/2}e^{-\lambda/4kT}\). It is therefore the slope of \(\ln(\mu T^{3/2})\) against \(1/kT\) that gives \(-\lambda/4\), not the slope of \(\ln\mu\).

**When the factor is not four**

*Finite transfer integral.* For an isolated pair of sites, with \(y=1-2x\), the lower electronic surface is

\[
V_-=\frac{\lambda(1+y^2)}4-\frac R2,\qquad R=\sqrt{\lambda^2y^2+4J^2}.
\]

Its derivative, \(\lambda y/2-\lambda^2y/2R\), vanishes at \(y=0\), the top, and at \(R=\lambda\), the two minima, which exist for \(2J<\lambda\). Since \(R\) is the gap, the vertical gap at a minimum stays equal to \(\lambda\). There \(y^2=1-4J^2/\lambda^2\), so \(V_-=-J^2/\lambda\). The top is at \(\lambda/4-J\), and the barrier is

\[
\frac\lambda4-J+\frac{J^2}\lambda=0.280\ \text{eV}.
\]

The number is for the film's \(J=0.02\) eV, and the ratio of gap to barrier is then 4.28. A larger \(J\) raises it further, until the barrier of the pair vanishes at \(2J=\lambda\). In a chain or lattice the electron also spreads onto its other neighbours. The pair results then carry over only for \(J\ll\lambda\); at larger \(J\) the mean optical gap falls below \(\lambda\) and the barrier no longer follows the pair formula.

*Unequal sites.* If the final site lies higher by \(\Delta\), with \(|\Delta|<\lambda\), the crossing \(\lambda x^2=\lambda(1-x)^2+\Delta\) is at \(x=(\lambda+\Delta)/2\lambda\). The barrier is \((\lambda+\Delta)^2/4\lambda\) and the gap at \(x=0\) is \(\lambda+\Delta\). For \(\Delta=0.10\) eV these are 0.352 and 1.300 eV, a ratio of 3.69.

*Quantum nuclei.* For equal sites and the values used here, this is the largest correction to the slope. Let the mode have energy \(w=\hbar\Omega\), thermal occupation \(n\), and put \(S=\lambda/w\), \(\beta=1/kT\). The gap is linear in an oscillator coordinate. Half the oscillator's mean energy is potential, so \(\lambda\langle x^2\rangle=\tfrac w4\coth(\beta w/2)\), and the variance of the gap is \(\lambda w\coth(\beta w/2)=\lambda w(2n+1)\). Its time correlation is

\[
C(t)=\lambda w\left[(n+1)e^{-i\Omega t}+ne^{i\Omega t}\right].
\]

For a linear oscillator variable the cumulant series of the time evolution ends at second order. \(G(0)\) is therefore \(\int f(t)\,dt/2\pi\hbar\), with

\[
\ln f=-\frac{i\lambda t}\hbar-\frac1{\hbar^2}\int_0^t\!dt_1\int_0^{t_1}\!d\tau\,C(\tau).
\]

The double integral of \(e^{\mp i\Omega\tau}\) is \(\mp it/\Omega+(1-e^{\mp i\Omega t})/\Omega^2\). The terms linear in \(t\) cancel, leaving

\[
\ln f=-S\left[(n+1)(1-e^{-i\Omega t})+n(1-e^{i\Omega t})\right].
\]

Shift the integration path to \(t=\tau-i\hbar\beta/2\). Both exponentials then acquire the coefficient \(\sqrt{n(n+1)}=1/[2\sinh(\beta w/2)]\), and

\[
\ln f=-S\coth\frac{\beta w}2+\frac{S\cos\Omega\tau}{\sinh(\beta w/2)} .
\]

Expand the cosine to second order about \(\tau=0\). I keep this one region, assuming that the spread of phonon frequencies in a solid suppresses the later recurrences. With \((\cosh z-1)/\sinh z=\tanh(z/2)\), the Gaussian integral gives

\[
G(0)\approx\sqrt{\frac{\sinh(\beta w/2)}{2\pi\lambda w}}\;
\exp\!\left[-\frac\lambda w\tanh\frac{\beta w}4\right].
\]

Differentiating,

\[
-\frac{d\ln k_{\rm hop}}{d\beta}=\frac\lambda4\,\text{sech}^2\frac{\beta w}4-\frac w4\coth\frac{\beta w}2 .
\]

For \(w\ll kT\) this returns the classical \(\lambda/4-kT/2\). The slope for the mobility is lower by a further \(kT\), because \(\mu\propto\beta k_{\rm hop}\).

For an effective phonon of 0.06 eV the exponent falls from 11.6 to 10.5, and the rate is 3.5 times the classical one. The local slope of \(\ln\mu\) is only 0.17 eV. The diagonalized pair with this phonon, smoothed by 0.06 eV, has its optical maximum at 1.10 eV. The maximum is then 6.3 times the mobility slope at 300 K, although the classical barrier is still \(\lambda/4\).

**Using this for a real film**

The parameters above are illustrative: \(\lambda\) was chosen to match your band maximum, and the others are round values, not a fit to a sample. In an amorphous film the sites are not exactly equal. An offset of 0.1 eV moves an uphill barrier from 0.30 to 0.35 eV and its optical gap from 1.2 to 1.3 eV, and a distribution of offsets broadens the band. It also shifts the band: for independent Gaussian site energies with standard deviation \(\sigma\), few carriers and thermal equilibrium, the occupied sites lie on average \(\sigma^2/kT\) below the mean. The mean gap rises by that amount, which is 0.10 eV for \(\sigma=0.05\) eV. Disorder also steepens the mobility slope. On a chain the bonds act as resistances in series. Neglecting \(\Delta^2/4\lambda\) in the barrier, \(1/\mu\) acquires the factor \(\langle e^{-\beta\epsilon}\rangle\langle e^{\beta(\epsilon_i+\epsilon_j)/2}\rangle=e^{3\beta^2\sigma^2/4}\), where the \(\epsilon_i\) are the site energies. This adds \(3\sigma^2/2kT\) to the slope, about 0.15 eV for \(\sigma=0.05\) eV, which is more than the quantum motion of the nuclei removes. In three dimensions the current can avoid the worst bonds and the addition is smaller. Transfer integrals also vary with the bonding between sites; where they are larger, the barrier drops as shown above. The absolute mobility is at best an order-of-magnitude figure: the golden-rule prefactor is already 0.42 of the vibration frequency, so the assumption of rare transfer at each crossing is only roughly met. If carriers must first escape from donors or traps, that energy also contributes to the conductivity slope, in full or in part.

So divide the band maximum by four for a first estimate of the classical barrier, provided that the band really comes from hops, that the site energies differ by no more than about \(kT\), that \(J\ll\lambda/4\), and that both \(kT\) and the phonon energy are far below \(\lambda\). Do not expect that estimate to equal the raw Arrhenius slope near room temperature. The full set of values is in the numerical output below.

## Numbers as computed

```
INPUTS (rough, amorphous TiO2 film)
reorganization energy: 1.20 eV
polaron binding energy: 0.60 eV
transfer integral: 0.020 eV
hop length: 0.30 nm
film phonon energy: 0.060 eV
slow test phonon energy: 0.010 eV
temperature: 300 K
thermal energy: 0.02585 eV
CLASSICAL NUCLEI, SMALL J
barrier from site displacements: 0.3000 eV
vertical gap from site displacements: 1.2000 eV
conductivity maximum, formula: 1.1459 eV
lam - 2kT: 1.1483 eV
maximum / barrier: 3.820
maximum, diagonalized pair, slow phonon: 1.1455 eV
pair height at maximum / formula: 0.9883
wavelength at maximum: 1082 nm
wavelength at barrier energy: 4133 nm
full width at half maximum of G: 0.587 eV
absorption at barrier energy / maximum, formula: 5.720e-03
same ratio, diagonalized pair: 6.181e-03
hop prefactor: 6.115e+12 1/s
hop rate to one neighbour: 5.580e+07 1/s
dc mobility: 1.943e-06 cm2/Vs
ac mobility at maximum: 4.691e-03 cm2/Vs
slow phonon rate slope + kT/2: 0.2970 eV
NEGLECTED EFFECTS
barrier at finite J: 0.2803 eV
vertical gap at finite J: 1.2000 eV
vertical gap / finite-J barrier: 4.281
film phonon: conductivity maximum: 1.098 eV
film phonon: smoothing width used: 0.060 eV
film phonon: hopping exponent: 10.457
classical hopping exponent: 11.605
film phonon: rate / classical rate: 3.54
film phonon: rate slope: 0.1993 eV
film phonon: mobility slope: 0.1735 eV
film phonon: maximum / mobility slope: 6.33
site offset: 0.10 eV
uphill barrier with offset: 0.3521 eV
uphill vertical gap with offset: 1.3000 eV
uphill gap / barrier: 3.692
vibration frequency: 1.451e+13 1/s
hop prefactor / vibration frequency: 0.422
```
